# Sorted Switching Times Do Not Reveal Separate Pathway Lifetimes

## Definitions and conventions

A memory cell is placed in an intermediate state at time $t=0$. It can leave by channel 1 or by channel 2, and the final state shows which one it took. Let $T$ be the waiting time and $J$ the channel. The rate $k_j$ is defined by

$$
P(\text{exit by } j \text{ in } [t,t+dt]\mid \text{still waiting at } t)=k_j\,dt .
$$

Both rates are constant in time and the same in every trial. Exits are identified without error, and no cell leaves and returns unseen. Write

$$
K=k_1+k_2,\qquad p_j=\frac{k_j}{K}.
$$

The separate lifetime of pathway $j$ is $1/k_j$. It is the mean wait that would be found with the other exit closed, provided that closing it leaves $k_j$ unchanged. The sorted waiting times of channel $j$ are the values of $T$ in those trials that ended with $J=j$.

## The belief and its appeal

The belief is this: sort the events by pathway, average the waits in each group, and the two averages are the two pathway lifetimes. A slow pathway should then show long waits and a fast one short waits.

There is a situation in which this works. Suppose there are two kinds of cell, each with one exit. Sorting by exit then sorts by kind, and each group has its own lifetime. The belief carries this result over to a single kind of cell with two exits. Nothing in one sorted histogram warns against the step, since each group has a clean exponential distribution with a well-defined decay time.

## What sorting gives

Let $S(t)=P(T>t)$. To be waiting at $t+dt$, the cell must be waiting at $t$ and then take neither exit. The chance of two exits in $dt$ is of order $dt^2$, so

$$
S(t+dt)=S(t)\,[1-k_1dt-k_2dt],\qquad \frac{dS}{dt}=-KS .
$$

With $S(0)=1$ this gives $S(t)=e^{-Kt}$. An exit through $j$ at time $t$ requires survival until $t$ and then an exit through $j$. Its joint density is therefore

$$
f_j(t)=k_jS(t)=k_je^{-Kt}.
$$

The total probability of exit $j$ is

$$
P(J=j)=\int_0^\infty k_je^{-Kt}dt=\frac{k_j}{K}=p_j .
$$

Sorting means conditioning on $J=j$, which is division by this probability:

$$
f(t\mid J=j)=\frac{k_je^{-Kt}}{k_j/K}=Ke^{-Kt}.
$$

The rate $k_j$ has cancelled. Both sorted distributions decay at the summed rate, both have mean $1/K$, and $T$ and $J$ are statistically independent. The individual rates appear in how many events fall into each group.

A picture with two clocks shows where the long waits of the slow channel have gone. Give each channel an independent exponential clock with its own rate, and let the earlier clock decide the event. The density for clock 2 to ring at $t$ while clock 1 is still silent is

$$
k_2e^{-k_2t}\times e^{-k_1t}=k_2e^{-Kt}.
$$

The second factor removes late rings of the slow clock, because the fast one has probably rung first. Sorting keeps the slow clock's wins, and those are selected for being early.

Two limits make the point sharper. For equal rates $k$, both sorted means are $1/(2k)$, half the separate lifetime. For $k_2\ll k_1$, the sorted mean of the rare channel tends to $1/k_1$: its waiting times report the rate of its competitor. The factor by which its lifetime is underestimated, $K/k_2$, then grows without bound.

## A number from a resistive memory cell

Consider an intermediate conductance level of a filamentary HfO$_2$ cell. In the model, a doubly charged oxygen vacancy either hops so as to reconnect the filament (channel 1, low resistance) or hops the other way and widens the gap (channel 2, high resistance). The final current identifies the channel.

The zero-field barriers are 0.80 and 0.78 eV, the distance from site to barrier top is 0.15 nm, and the field is 1 MV/cm, which equals 0.1 V/nm. The field changes each barrier by

$$
2\times0.15\times0.1\ \text{eV}=0.030\ \text{eV}.
$$

It lowers the barrier for the hop along the field and raises the other, so $E_1=0.770$ eV and $E_2=0.810$ eV. With attempt frequency $\nu=10^{13}\ \text{s}^{-1}$ and $k_BT=0.025852$ eV at 300 K, the law $k_j=\nu e^{-E_j/k_BT}$ gives

$$
k_1=1.160\ \text{s}^{-1},\quad k_2=0.247\ \text{s}^{-1},\quad K=1.407\ \text{s}^{-1}.
$$

The separate lifetimes are 0.86 s and 4.05 s. The common sorted mean is $1/1.407=0.71$ s. Reading the sorted times of channel 2 as its lifetime is wrong by a factor $1.407/0.247=5.7$.

A simulation with two independent clocks and two million events gave sorted means of 0.710 s and 0.711 s. A direct double integral over the clocks gave 0.245 for the fraction of channel-2 events with waits beyond 1 s. The summed rate predicts $e^{-1.407}=0.245$, whereas the separate lifetime would give $e^{-0.247}=0.78$.

## The error carried into a barrier

A lifetime is often turned into a barrier through $E=k_BT\ln(\nu\tau)$. Inserting $\tau=1/K$ where $1/k_2$ is needed gives

$$
k_BT\ln\frac{\nu}{K}=k_BT\ln\frac{\nu}{k_2}-k_BT\ln\frac{K}{k_2}=E_2-k_BT\ln\frac{K}{k_2}.
$$

The error is $0.02585\times\ln5.70=0.045$ eV, and the barrier is read as 0.765 eV instead of 0.810 eV. This lies even below the lower barrier $E_1$, since the summed rate exceeds either rate alone.

Comparing the Arrhenius slopes of the two sorted times does not separate the channels either. Let $\beta=1/k_BT$, and hold $\nu$ and the field fixed. Since $dk_j/d\beta=-E_jk_j$,

$$
\frac{d}{d\beta}\ln\frac1K=-\frac1K\frac{dK}{d\beta}=\frac{k_1E_1+k_2E_2}{K}=p_1E_1+p_2E_2 .
$$

Both sorted times have this same local activation energy, here $0.8245\times0.770+0.1755\times0.810=0.777$ eV. Two agreeing Arrhenius slopes therefore do not show that the two barriers agree. If $\nu$ is known, $K$ at two temperatures does fix the pair of barriers in principle. The common slope moves only from 0.777 eV at 300 K to 0.779 eV at 358 K, however, so such a fit is sensitive to noise, and it does not say which barrier belongs to which channel. The difference is in the counts: for equal prefactors,

$$
\frac{p_1}{p_2}=e^{(E_2-E_1)/k_BT},\qquad E_2-E_1=k_BT\ln\frac{p_1}{p_2}.
$$

## How to recover the separate rates

If the cells are identical and the two exits compete, the data do contain $k_1$ and $k_2$. Each completed wait $t$ ending in channel $j$ contributes $k_je^{-Kt}$ to the likelihood. A trial still waiting when observation stops at time $W$ contributes $e^{-KW}$. Let $N_j$ be the counts and $A$ the total time spent waiting, unfinished trials included. Then

$$
\ln L=N_1\ln k_1+N_2\ln k_2-(k_1+k_2)A .
$$

Setting the derivative with respect to $k_j$ to zero gives

$$
\frac{N_j}{k_j}-A=0,\qquad \hat k_j=\frac{N_j}{A}.
$$

The second derivative, $-N_j/k_j^2$, is negative, so this is a maximum. The mixed derivative vanishes. For many complete waits, $n$ in number, the expected curvature is $np_j/k_j^2$, and the standard error is its inverse square root, $k_j/\sqrt{np_j}$.

The denominator is the point at which the two readings part. The inverse of a sorted mean divides $N_j$ by the waiting time of group $j$ alone. The correct estimate divides by the waiting time of all trials, because a cell that finally left by channel 1 was exposed to channel 2 throughout its wait.

One simulated run of 1000 events had $N_1=825$, $N_2=175$ and $A=742.6$ s. Its sorted means were 0.75 s and 0.72 s, with the slow channel's mean happening to be the shorter. The estimates are

$$
\hat k_1=\frac{825}{742.6}=1.11\ \text{s}^{-1},\qquad
\hat k_2=\frac{175}{742.6}=0.236\ \text{s}^{-1}.
$$

The expected standard errors are 0.040 and 0.019 s$^{-1}$, so the estimates lie about 1.2 and 0.6 standard errors below the true rates.

A finite window shortens both sorted means equally. Integrating by parts over completed waits,

$$
\frac{\int_0^W tKe^{-Kt}dt}{1-e^{-KW}}
=\frac{(1-e^{-KW})/K-We^{-KW}}{1-e^{-KW}}
=\frac1K-\frac{W}{e^{KW}-1}.
$$

For $W=1$ s this is 0.386 s, and the simulated groups gave 0.386 s each. With the unfinished trials included in $A$, the pooled simulation still returned 1.162 and 0.247 s$^{-1}$.

## Telling competition from two kinds of cell

Now take the situation in which the belief is right: a fraction $p_1$ of cells has exit 1 alone, and a fraction $p_2$ has exit 2 alone, with the same rates and fractions as before. The pooled mean is

$$
\langle T\rangle=\frac{p_1}{k_1}+\frac{p_2}{k_2}=\frac1K+\frac1K=\frac2K .
$$

An exponential with rate $k$ has second moment $2/k^2$, so

$$
\langle T^2\rangle=\frac{2p_1}{k_1^2}+\frac{2p_2}{k_2^2}
=\frac2K\left(\frac1{k_1}+\frac1{k_2}\right)=\frac{2}{k_1k_2}.
$$

The variance divided by the squared mean is then

$$
\frac{\langle T^2\rangle}{\langle T\rangle^2}-1=\frac{K^2}{2k_1k_2}-1 .
$$

Because $K^2-4k_1k_2=(k_1-k_2)^2\ge0$, this ratio is at least 1, with equality for equal rates. For the example it is 2.46, and the pooled mean is 1.42 s. Competition between constant rates gives a single exponential, with ratio 1 and mean 0.71 s. The exit fractions are identical in the two cases, so it is the waiting times that distinguish them. They can do so only when the two kinds have unequal rates. Two one-exit kinds that both have rate $K$, in fractions $p_1$ and $p_2$, give the joint density $p_jKe^{-Kt}=k_je^{-Kt}$, the same as competition, and $N_j/A$ then returns 1.16 and 0.247 s$^{-1}$ although every cell has rate 1.407 s$^{-1}$. Matching exponential groups are consistent with competition but do not prove it.

## When the sorted distributions do differ

Let the rates depend on the time since preparation, $k_j\to h_j(t)$. The earlier argument gives $f_j(t)=h_j(t)S(t)$, where $S$ now decays at the rate $h_1+h_2$. Hence

$$
P(J=1\mid T=t)=\frac{f_1(t)}{f_1(t)+f_2(t)}=\frac{h_1(t)}{h_1(t)+h_2(t)} .
$$

The sorted distributions coincide if and only if this fraction is constant over the times at which events occur. A drift that multiplies both rates by the same factor therefore preserves their equality, though not their exponential form. A drift that changes the ratio of the rates does not: adding $0.3\ \text{s}^{-2}\times t$ to both gives sorted means of 0.56 s and 0.67 s, and a temperature drift changes the ratio when the barriers differ. With both rates multiplied by $1+t/(1\ \text{s})$, the simulated sorted means were both 0.50 s, and the pooled variance ratio fell to 0.64. With that factor on channel 2 alone, the means were 0.59 s and 0.79 s. A difference between sorted means beyond sampling error is thus evidence against the model of identical cells with one well-mixed state and constant exit rates. Hidden substates break that model even when every microscopic rate is constant: two substates that interconvert at $1\ \text{s}^{-1}$, one with exit 1 at rate $2k_1$ and the other with exit 2 at rate $2k_2$, equally occupied at $t=0$, give sorted means of 0.815 s and 0.984 s, and both approach 0.71 s only when the exchange is fast compared with $K$. Consider again a difference between sorted means. It does not by itself make the two values separate lifetimes: they are not in this example, though they are when each cell has only one exit.

Pooling unequal cells has a similar effect. Within each cell the law holds, but a cell contributes to group $j$ in proportion to its own $k_j/K$. Averaging over cells, with equal numbers of trials from each,

$$
\langle T\rangle_j=\frac{\langle (k_j/K)(1/K)\rangle}{\langle k_j/K\rangle}
=\frac{\langle k_j/K^2\rangle}{\langle k_j/K\rangle}.
$$

For independent normal spreads of 0.03 eV in both barriers, the sorted means become 0.83 s and 1.11 s. The first is close to the 0.86 s of the central cell, but this is no recovery of a lifetime. The mean of $1/k_1$ over the pool is larger than its central value by $\exp[(0.03/0.02585)^2/2]=1.96$, which makes it about 1.7 s. The pooled estimate $N_j/A$ is shifted as well: it tends to $\langle k_j/K\rangle/\langle 1/K\rangle$, here 0.82 and 0.285 s$^{-1}$ against the central 1.16 and 0.247 s$^{-1}$. The count formula $k_BT\ln(p_1/p_2)$ then gives 0.0275 eV instead of 0.040 eV. The pooled variance ratio, $2\langle 1/K^2\rangle/\langle 1/K\rangle^2-1$, is 3.4, above the 2.46 of the two-kind mixture, so a ratio above 1 does not by itself point to one-exit cells.

## Why one state has one decay rate

Constant rates can arise from motion inside a well. If the particle explores the well much faster than it escapes, it forgets its starting point, and the occupation keeps a fixed shape while its total decays slowly. Both exit fluxes are drawn from that one shrinking population, so they share its decay rate.

This was tested on diffusive hopping over a lattice of 121 sites between barriers of 13.5 and 12.0 $k_BT$, starting at the well bottom, with the exits at the barrier tops. The two sorted means, multiplied by the slowest decay rate of the well, were both 1.00001. The exit fractions were 0.184 and 0.816. When the exit over the higher barrier was closed, the mean lifetime rose by a factor 1.2255. This equals $1/0.816=K/k_{\text{open}}$, as expected if the remaining rate is unchanged. The separate lifetime appears when the competitor is removed, not when its events are sorted out. That the remaining rate is unchanged is shown here for overdamped motion only. At weak friction, where escape is limited by the slow gain of energy, the lower exit drains the particles before they reach the energy of the higher barrier. Closing it can then raise the other rate many times over, so $A/N_j$ is not the separate lifetime and the counts do not follow $e^{(E_2-E_1)/k_BT}$, although both exits still share one decay rate.

The same calculation shows the role of prefactors. The barrier difference alone gives a rate ratio $e^{-1.547}=0.213$, but the exit fractions give $0.184/0.816=0.225$. In this landscape the curvature at a barrier top is proportional to the barrier height. The overdamped escape rate is, to leading order, proportional to the square root of that curvature. The expected correction is $\sqrt{13.547/12}=1.06$, close to the factor of about 1.06 that the lattice fractions require. The last digits depend on the lattice: in the continuum limit the exit fractions are 0.185 and 0.815, their ratio is 0.227, and the lifetime factor is 1.2268, still the inverse of the open exit's fraction. The correction needed is then 1.066, against 1.0625 at leading order. A barrier difference taken from counts at one temperature needs such a correction when the prefactors are unequal; without it the 0.040 eV would be read as 0.038 eV. The slope of $\ln(p_1/p_2)$ against $\beta$ gives $E_2-E_1$ without the correction, as long as the ratio of the prefactors does not depend on temperature.

## The model beside a real cell

The barriers, hop distance and attempt frequency are rough values for vacancy motion in HfO$_2$; real barriers depend strongly on charge state and surroundings. Waits of about a second describe an unstable intermediate level, far short of the retention wanted of a stored bit. The field, 0.5 V spread uniformly over a 5 nm film, is a quarter of a rough breakdown field of 4 MV/cm. In a filament with a gap most of the voltage falls over the gap: 0.5 V gives 2.5 MV/cm over 2 nm, where $p_2$ falls to about 0.007, and 5 MV/cm over 1 nm, above that breakdown value. The local field is a further large uncertainty in the rates. A full Lorentz factor of 7.3, for a relative permittivity of 20, would raise $k_1$ and lower $k_2$ by a factor of about 1600 each, so that channel 2 would hardly be seen. Joule heating at 0.5 V and 1 µA is 0.5 K for a thermal resistance of $10^6$ K/W, which raises $K$ by 5%, but that value needs a wide heat path: a radius of about 4.5 nm for filament stubs conducting 20 W/(m K) with the heat released at mid-film, or 14 to 20 nm at 1 W/(m K). The cell resistance, 500 kΩ, is about 40 times $h/2e^2$, which points to a gap limiting the current rather than a continuous metallic filament. A heat source of 1 nm radius at the middle of the film, in an oxide conducting about 1 W/(m K), has roughly $6\times10^7$ K/W, which means about 29 K of heating and a $K$ some 14 times larger. This is the value at the surface of the source with ideal heat-sinking electrodes, and it is the low end for such a source: a boundary resistance of $10^{-8}$ m² K/W at the electrodes gives 42 K and a factor of about 40, the centre of a uniformly heated source gives 49 K and about 70, and half the conductivity doubles the heating. The leading tunnelling correction is far below the field and narrow-source effects, about 11% if the barrier frequency equals $\nu$. These effects change the rates but leave the sorting law intact as long as the rates stay constant during the wait. The assumption that all trials are alike is also open to doubt in a real device, since a filament need not re-form in the same way each cycle. The assumed spread of 0.03 eV moves the two sorted means from 0.71 s to 0.83 and 1.11 s.

Temperature also matters for detection. With a read dead time of 1 ms, 0.14% of events are lost at 300 K and the uniform 1 MV/cm; with the full Lorentz field $1/K$ would be 0.55 ms and more than 80% would be lost. At 358 K, with the field and barriers held fixed, $1/K$ is 5.4 ms and the loss is 17%. Waits longer than the dead time $d$ have density $Ke^{-K(t-d)}$ in both groups, so their means are still equal, at $d+1/K$. Here too, a match between the two sorted times says nothing about whether the pathways are equally fast.

## Computed results

```
T 300 K; nu 1e+13 1/s; field 1 MV/cm
charge 2 e; site to saddle 0.15 nm
zero-field barriers 1, 2: 0.80, 0.78 eV
field shift 0.030 eV; kT 0.02585 eV
working barriers E1, E2: 0.770, 0.810 eV
rates k1, k2, K: 1.1603, 0.2469, 1.4072 1/s
exit fractions p1, p2: 0.8245, 0.1755
separate lifetimes 1/k1, 1/k2: 0.8618, 4.0495 s
common sorted mean 1/K: 0.7106 s
factor by which slow lifetime is misread: 5.699
simulated events, all runs: 2000000
sorted means, all runs: 0.7102, 0.7111 s
two-sample KS p-value (first 200 runs): 0.07483
slow-channel sorted survival at 1 s, quadrature: 0.2448
one run: N1 825, N2 175, total 742.64 s
one run sorted means: 0.7478, 0.7182 s
one run estimates k1, k2: 1.1109, 0.2356 1/s
expected std errors: 0.0404, 0.0186 1/s
scatter over runs: 0.0410, 0.0189 1/s
window 1 s sorted means: 0.3862, 0.3856 s
window mean, formula: 0.3864 s
window estimates k1, k2: 1.1618, 0.2470 1/s
two-kind mixture pooled mean: 1.421 s
squared CV: mixture 2.456, competition 1.002
apparent activation energy, formula: 0.777 eV
from sorted times 1, 2: 0.7770, 0.7770 eV
barrier 2 misread from sorted mean: 0.765 eV
barrier error kT ln(K/k2): 0.04499 eV
common drift sorted means: 0.5026, 0.5029 s
common drift pooled squared CV: 0.6439
channel-2 drift sorted means: 0.5942, 0.7875 s
well barriers left, right: 13.547, 12.000 kT
well exit fractions left, right: 0.1840, 0.8160
well sorted mean x slow rate: 1.00001, 1.00001
left exit closed, lifetime ratio: 1.2255; 1/pR 1.2255
barrier spread 0.03 eV, sorted means: 0.8311, 1.1077 s
relative permittivity 20; Lorentz factor 7.33
Lorentz field: k1 up and k2 down by factor: 1555
film 5 nm; voltage 0.5 V; current 1 uA
thermal resistance 1e+06 K/W; heating 0.50 K
heating raises K by: 5.13 %
tunnelling (Wigner) raises rates by: 10.7 %
tunnelling crossover temperature: 76.4 K
read dead time 1 ms; return barrier 0.90 eV
events lost in dead time: 0.141 %
return chance within dead time: 7.6e-06
rough breakdown field 4 MV/cm; used fraction 0.25
at 358 K: k1 144.6, k2 39.6 1/s
at that temperature 1/K: 5.43 ms
events lost there: 16.8 %
```
